# Fourier-Grid Tunnelling Splitting in a Quartic Double Well and Its Deuterium Shift

## When to stop refining the grid

A calculation of proton transfer between two sites must decide when its grid is good enough. If the quantity wanted is a tunnelling splitting, a converged ground-state energy does not settle the matter. For the deuteron treated below, a 21-point grid gives $E_0$ with a relative error of $5\times10^{-5}$, while the splitting is wrong by $5\times10^{-3}$, a hundred times more. Grid and box must be refined until the splitting itself is stable, separately for each isotope.

## Model and scaling

A particle of mass $m$ moves on a line between two equivalent sites:

$$H=-K\frac{d^2}{dx^2}+V(x),\qquad K=\frac{\hbar^2}{2m},\qquad V=B\left(\frac{x^2}{a^2}-1\right)^2 .$$

The minima lie at $\pm a$ and the barrier at $x=0$ has height $B$. The frame carrying the sites is fixed, and there is neither bias nor coupling to a bath. The lowest levels $E_0$ (even state $\psi_0$) and $E_1$ (odd state $\psi_1$) define the splitting $\Delta=E_1-E_0$.

With $y=x/a$, $d^2/dx^2=a^{-2}d^2/dy^2$. Dividing by $B$ gives

$$\frac HB=-\varepsilon^2\frac{d^2}{dy^2}+(y^2-1)^2,\qquad \varepsilon=\frac1a\sqrt{\frac KB}.$$

Thus $\Delta/B$ depends on $\varepsilon$ alone, and at fixed $a$ and $B$ deuteration acts through $\varepsilon\propto m^{-1/2}$.

## The grid Hamiltonian

Take an odd number $N=2M+1$ of points $x_j=jh$, $j=-M,\dots,M$, with period $L=Nh$. The basis consists of the plane waves $e^{ik_lx}/\sqrt L$, with $k_l=2\pi l/L$ and $|l|\le M$. Combine them into functions centred on the points:

$$g_j(x)=\frac1{\sqrt{NL}}\sum_{l=-M}^{M}e^{ik_l(x-x_j)} .$$

Since $\sum_l e^{2\pi il(i-j)/N}=N\delta_{ij}$, these functions are orthonormal and $g_j(x_i)=\delta_{ij}/\sqrt h$. A state $\psi=\sum_jc_jg_j$ therefore has $\psi(x_j)=c_j/\sqrt h$.

Integrating the potential by the sum over grid points gives

$$\langle g_i|V|g_j\rangle\approx h\sum_s g_i^*(x_s)V(x_s)g_j(x_s)=V(x_i)\delta_{ij}.$$

Because of this quadrature, the computed energies need not be upper bounds.

The kinetic matrix is exact within the basis:

$$T_{ij}=\frac KN\left(\frac{2\pi}{L}\right)^2\sum_{l=-M}^{M}l^2e^{il\theta},\qquad \theta=\frac{2\pi d}{N},\quad d=i-j .$$

For $d=0$, $\sum l^2=M(M+1)(2M+1)/3$. Division by $N=2M+1$ leaves $M(M+1)/3=(N^2-1)/12$.

For $d\ne0$, use the geometric sum

$$G(\theta)=\sum_{l=-M}^{M}e^{il\theta}=\frac{\sin(N\theta/2)}{\sin(\theta/2)},\qquad \sum_l l^2e^{il\theta}=-G''(\theta).$$

At the required angles $\sin(N\theta/2)=\sin\pi d=0$, so the numerator vanishes, and so does its second derivative, which is proportional to it. The cross term remains:

$$G''=2\left[\frac N2(-1)^d\right]\left[-\frac{\cos(\theta/2)}{2\sin^2(\theta/2)}\right]
=-\frac N2(-1)^d\frac{\cos(\pi d/N)}{\sin^2(\pi d/N)} .$$

Hence

$$T_{jj}=K\left(\frac{2\pi}{L}\right)^2\frac{N^2-1}{12},\qquad
T_{ij}=K\left(\frac{2\pi}{L}\right)^2\frac{(-1)^d\cos(\pi d/N)}{2\sin^2(\pi d/N)} .$$

The algorithm is short:

1. Choose $h$ and $N$; form $H_{ij}=T_{ij}+V(x_i)\delta_{ij}$.
2. Diagonalize and take $\Delta=E_1-E_0$.
3. Reduce $h$ at fixed $L$ until the relative change of $\Delta$ is acceptable.
4. Enlarge $L$ at fixed $h$ and apply the same criterion.
5. Repeat for the other mass.

## Error from the finite period

For two states of equal parity, one on the infinite line ($\psi,E$) and one in the periodic box ($\chi,E_\chi$), multiply each Schrödinger equation by the other function and subtract. Integrating from $0$ to $b=L/2$ gives

$$(E-E_\chi)\int_0^b\psi\chi\,dx=-K\big[\psi'\chi-\psi\chi'\big]_0^b .$$

The term at $0$ vanishes by parity. For the lowest state of each parity, choose both functions positive inside the half-line. With $b$ beyond the outer turning point, $\psi'(b)<0$.

An even periodic state has $\chi'(b)=0$, so the right side is $-K\psi'(b)\chi(b)>0$ and $E_\chi<E$. An odd one has $\chi(b)=0$ and $\chi'(b)<0$, so the right side is $K\psi(b)\chi'(b)<0$ and $E_\chi>E$. The box lowers the even level and raises the odd one, which makes $\Delta$ too large. Physically, a second tunnelling path runs through the edge.

Its size follows from comparing decay exponents. Let $\beta=b/a$. The direct path has exponent

$$\frac S\hbar=\int_{-a}^{a}\sqrt{\frac VK}\,dx=\frac1\varepsilon\int_{-1}^{1}(1-y^2)dy=\frac4{3\varepsilon},$$

and the outer path has

$$W=\frac2\varepsilon\int_1^\beta(y^2-1)dy=\frac2\varepsilon\left(\frac{\beta^3}{3}-\beta+\frac23\right).$$

The relative error should scale as $e^{-(W-S/\hbar)}$, apart from a prefactor.

## Error from the finite spacing

The grid discards wave numbers above $\pi/h$. Let $q=\varepsilon ka$. In momentum space $y=i\varepsilon\,d/dq$. Insert $\tilde\psi=e^{-\Phi(q)/\varepsilon}$ and keep leading order in $\varepsilon$; the scaled ground energy, itself of order $\varepsilon$, drops out. Then

$$q^2+(y^2-1)^2=0,\qquad y=\pm\sqrt{1\pm iq},\qquad y=-i\Phi' .$$

The decaying solution has $\operatorname{Re}\Phi'=\operatorname{Im}\sqrt{1+iq}$. Integration gives

$$I(q)=\int_0^q\operatorname{Im}\sqrt{1+is}\,ds=\frac23\left[1-\operatorname{Re}(1+iq)^{3/2}\right].$$

The discarded weight scales as $e^{-2I(q_c)/\varepsilon}$, with $q_c=\varepsilon a\pi/h$. Dividing by a splitting that scales as $e^{-4/(3\varepsilon)}$ gives the error indicator

$$R=\exp\left[\frac1\varepsilon\left(\frac43-2I(q_c)\right)\right].$$

The prefactor is not determined. If $R$ is not small, the grid gives no assurance about $\Delta$. To keep $q_c$ unchanged on deuteration, $h$ must shrink as $m^{-1/2}$, about a factor $1/\sqrt2$. Once $2I(q_c)>4/3$, this is more than an equal $R$ requires, because the smaller $\varepsilon$ then lowers $R$ at fixed $q_c$.

Rounding sets a further limit. The error of an eigenvalue is of the order of machine precision times the largest matrix energy, and subtracting two close levels leaves that absolute error in $\Delta$. An exponentially small splitting eventually falls below it, however fine the grid.

## The deep-tunnelling limit

An exact flux identity connects $\Delta$ to the middle of the barrier. Multiply the equation for $\psi_1$ by $\psi_0$, subtract the reverse product, and integrate over $x>0$:

$$\Delta\int_0^\infty\psi_0\psi_1dx=-K\big[\psi_0\psi_1'-\psi_1\psi_0'\big]_0^\infty=K\psi_0(0)\psi_1'(0).$$

The upper limit vanishes because the states decay, and $\psi_1(0)=\psi_0'(0)=0$.

For small $\varepsilon$, let $\varphi$ be a normalized state localized in the right well. Then $\psi_0(0)\approx\sqrt2\,\varphi(0)$, $\psi_1'(0)\approx\sqrt2\,\varphi'(0)$, and the half-line integral is close to $1/2$. Consequently

$$\Delta\approx4K\varphi(0)\varphi'(0)=\frac{2\hbar^2}{m}\varphi(0)\varphi'(0).$$

Near a minimum $V''=8B/a^2$, so $\omega=\sqrt{8B/(ma^2)}$ and $\hbar\omega=4\sqrt{KB}/a=4\varepsilon B$. Inside the barrier, define

$$p_0=\sqrt{2mV}=\frac{m\omega}{2a}(a^2-x^2).$$

For energy $\hbar\omega/2$, $\sqrt{2m(V-E)}\approx p_0-m\hbar\omega/(2p_0)$. The semiclassical solution growing towards the right well is

$$\frac{\varphi(x)}{\varphi(0)}=\sqrt{\frac{p_0(0)}{p_0(x)}}\exp\left[\int_0^x\left(\frac{p_0}{\hbar}-\frac{m\omega}{2p_0}\right)dx'\right].$$

The second integral is

$$\int_0^x\frac{a\,dx'}{a^2-x'^2}=\frac12\ln\frac{a+x}{a-x}.$$

Its exponential combines with the prefactor $a/\sqrt{a^2-x^2}$ to give

$$\varphi(x)=\varphi(0)\frac a{a+x}\exp\left[\frac{m\omega}{2a\hbar}\left(a^2x-\frac{x^3}3\right)\right].$$

Put $x=a-u$, with $u$ larger than the oscillator length $\ell=\sqrt{\hbar/(m\omega)}$ but small enough that $u^3\ll a\ell^2$. Such a range exists when $\ell\ll a$, that is, for small $\varepsilon$. Then $a^2x-x^3/3=2a^3/3-au^2+u^3/3$. Neglecting the cubic term,

$$\varphi\approx\frac{\varphi(0)}2e^{m\omega a^2/(3\hbar)}e^{-m\omega u^2/(2\hbar)} .$$

The normalized oscillator ground state is $(m\omega/\pi\hbar)^{1/4}e^{-m\omega u^2/(2\hbar)}$. Matching gives

$$\varphi(0)=2\left(\frac{m\omega}{\pi\hbar}\right)^{1/4}e^{-m\omega a^2/(3\hbar)},\qquad \varphi'(0)\approx\frac{m\omega a}{2\hbar}\varphi(0).$$

The slope omits the term $-1/a$, which is smaller by a factor of order $\varepsilon$. Since $m\omega a^2/\hbar=2/\varepsilon$,

$$\Delta\simeq4\hbar\omega\sqrt{\frac{m\omega a^2}{\pi\hbar}}\,e^{-2m\omega a^2/(3\hbar)}
=16B\sqrt{\frac{2\varepsilon}{\pi}}\,e^{-4/(3\varepsilon)} .$$

This is a leading-order law. Grid splittings divided by it are 0.894, 0.926 and 0.949 at $S/\hbar=10$, 14 and 20. A quadratic extrapolation in $\hbar/S$ gives 0.999 at infinite action, consistent with the required limit of one.

## How mass enters

Substituting $\varepsilon_D=\varepsilon_H\sqrt{m_H/m_D}$ in the law gives

$$\frac{\Delta_H}{\Delta_D}\simeq\left(\frac{m_D}{m_H}\right)^{1/4}
\exp\left[\frac{S_H}{\hbar}\left(\sqrt{\frac{m_D}{m_H}}-1\right)\right].$$

The exponential dominates for a deep barrier. The power comes from the factor $\sqrt\varepsilon$.

A relation valid at any barrier height follows from $T\propto1/m$. For a normalized eigenstate the derivative of the state does not contribute to $dE/dm$, so $dE/dm=-\langle T\rangle/m$ and

$$-\frac{d\ln\Delta}{d\ln m}=\frac{\langle T\rangle_1-\langle T\rangle_0}{\Delta}.$$

The integral of the right side over $\ln m$ from proton to deuteron equals $\ln(\Delta_H/\Delta_D)$. In the deep limit the slope becomes $1/4+S/(2\hbar)$.

The opposite limit, $\varepsilon\gg1$, has no useful barrier. With $y=\varepsilon^{1/3}z$, the kinetic and quartic terms both scale as $\varepsilon^{4/3}$, while the quadratic term scales as $\varepsilon^{2/3}$ and becomes negligible. Thus $\Delta\propto B\varepsilon^{4/3}\propto m^{-2/3}$, and the isotope ratio tends to $1.999^{2/3}=1.59$. Without an effective barrier, this model therefore gives only a modest isotope ratio.

## Worked example: a proton shared by two oxygen sites

Take $a=0.035$ nm and $B=0.40$ eV as round model parameters. With $K_H=2.07498\times10^{-5}$ eV nm²,

$$\varepsilon_H=\frac{\sqrt{2.07498\times10^{-5}/0.40}}{0.035}=0.2058,\qquad \frac{S_H}{\hbar}=\frac4{3(0.2058)}=6.48 .$$

For the deuteron, $\varepsilon_D=0.1455$ and $S_D/\hbar=9.16$. The production grid has $N=61$, $h=0.003$ nm and $L=0.183$ nm. It gives

$$\Delta_H=2.932\ \text{meV},\qquad \Delta_D=0.1807\ \text{meV},\qquad \frac{\Delta_H}{\Delta_D}=16.2 .$$

The proton's third excited level, 0.447 eV, lies above the barrier, so its second pair of levels is not a deep tunnelling doublet.

The leading law gives $6.4\sqrt{2(0.2058)/\pi}\,e^{-6.479}=3.56\times10^{-3}$ eV for the proton, 21% above the grid value. For the deuteron it gives 0.205 meV, 13% too high. Its ratio, 17.4, is 7% high because the two errors partly cancel. The exact mass slopes are 3.36 for the proton and 4.76 for the deuteron. Their growth with mass shows why one power law cannot describe the substitution.

### Reading the convergence errors

The reference for the errors below has 101 points with $h=0.0025$ nm. At fixed $L=0.183$ nm, the relative errors of $\Delta$ are:

| $N$ | H | D |
|---|---:|---:|
| 15 | $-9.4\times10^{-3}$ | $1.1\times10^{-3}$ |
| 21 | $2.3\times10^{-5}$ | $-5.0\times10^{-3}$ |
| 27 | $-7.1\times10^{-9}$ | $1.2\times10^{-5}$ |
| 35 | below $10^{-12}$ | $1.3\times10^{-9}$ |

The proton error at $N=35$ has reached the rounding floor. The value $-1.8\times10^{-13}$ in the output is noise; in extended precision the grid error there is $+2.5\times10^{-13}$, and the deuteron entry is $1.2\times10^{-9}$.

For the deuteron at $N=27$, $h=0.00678$ nm and $q_c=2.36$. Then $I(q_c)=1.17$ and $R\approx1\times10^{-3}$. The actual error is about 80 times smaller, but the indicator follows the envelope of the error: at $N=35$ it is $9\times10^{-8}$, about 70 times the actual error, and for odd $N$ from 17 to 35 the factor stays between 70 and 150.

The deuteron error at $N=15$ is unexpectedly smaller than at $N=21$. There $R\approx40$, so no accuracy is assured, and the small value is an accident: the error changes sign as $N$ varies, and at $N=17$ it is $-0.14$. Such near-cancellations also occur on fine grids; at $N=37$ the error lies about 6000 times below $R$. One small error on a coarse grid is not evidence of convergence.

At fixed $h=0.003$ nm, a period of 0.105 nm overestimates the proton splitting by 920% and the deuteron splitting by 4000%. At $L=0.141$ nm the errors fall to $3.7\times10^{-4}$ and $2.1\times10^{-5}$. Here $\beta=2.014$ and $W-S/\hbar=1.420/\varepsilon$, so the exponentials are $1.0\times10^{-3}$ and $5.8\times10^{-5}$, within a factor of three of the results. The heavier particle needs the finer grid, but once the box is adequate its outer tails are less demanding.

From the production grid to the reference, the relative shifts are $4\times10^{-13}$ for H and $2\times10^{-11}$ for D, at the level expected from rounding. An independent diagonalization in 110 oscillator functions reproduces both splittings to the six decimal places printed in meV. These figures measure numerical error in the stated model, not the accuracy of the potential.

## What the splitting means at a real interface

An equal superposition of $\psi_0$ and $\psi_1$ sits in one well. After $t=\pi\hbar/\Delta$ their relative phase has changed by $\pi$, which puts it in the other. This time is 0.705 ps for H and 11.4 ps for D. A harmonic proton packet started on the right has a probability of 0.038 of being there after the crossing time; it is not a pure superposition of the lowest two states. This coherent time is not the inverse of a thermal rate constant.

A field $F$ along the bond adds $-eFx$ for a full charge $e$. Parity makes the diagonal elements of $x$ vanish in the lowest doublet. With $x_{01}=|\langle0|x|1\rangle|$, the two-level matrix has diagonal difference $\Delta$ and off-diagonal magnitude $eFx_{01}$, hence

$$\Delta_F\approx\sqrt{\Delta^2+(2eFx_{01})^2}.$$

For H, $x_{01}=0.0317$ nm. At 1 MV/cm, $2eFx_{01}=6.33$ meV and the formula gives 6.98 meV, in agreement with the full grid. The deuteron gap is 6.57 meV. The gap ratio has fallen from 16.2 to 1.06, because the gap now measures mainly the bias. The ground state has probability 0.952 (H) or 0.9997 (D) in the lower well. At 10 MV/cm the gaps are 63.4 and 65.6 meV; the deuteron gap is larger because its $x_{01}$ is larger.

The length $a$ corresponds to two oxygen sites 0.27 nm apart, with O–H distances of 0.10 nm. The barrier is assumed, not calculated for a surface. The value depends strongly on geometry and surroundings. As a rough scale, a rigid, small-basis MP2/cc-pVDZ scan of H$_5$O$_2^+$ at this O–O distance gives $a\approx0.029$ nm and a barrier near 0.17 eV, so the model well is wider and deeper than that prototype. Since $\Delta$ is exponentially sensitive to the barrier, the splittings above illustrate the model and do not predict those of a particular oxide. A potential drop of 0.3 V over 0.3 nm is a field of 10 MV/cm, a rough scale for a charged wet interface. Exact symmetry is thus a fragile assumption: bias equals the splitting at 0.46 MV/cm for H and 0.028 MV/cm for D. Geometry matters too. Hold the O–H distances fixed, so that $a$ changes by half the change in the O–O distance, and hold the well curvature fixed, so that $B\propto a^2$. If the O–O distance shrinks by 0.01 nm, the splittings become 12.6 and 1.66 meV; if it grows by 0.01 nm, they become 0.487 and 0.0129 meV. Under this rule the isotope ratio ranges from 7.6 to 38. In a real hydrogen bond the O–H distance and the curvature also change with the O–O distance, so these numbers show only that the sensitivity is large, and they probably understate it: the rule moves $B$ from 0.29 to 0.52 eV, whereas the rough H$_5$O$_2^+$ scan gives about 0.06 and 0.33 eV at 0.26 and 0.28 nm.

Recoil is smaller but not negligible. For a free, rigid O–O pair of mass $M_O=32$ u, the reduced mass changes $K$ to $K(1+m/M_O)$. The splittings rise to 3.25 and 0.241 meV and the ratio falls to 13.5. Atoms bound to a solid recoil differently, so this is a size estimate, not a correction to apply.

At 300 K, $k_BT=25.9$ meV exceeds both splittings, so both members of the lowest doublet are populated. The equilibrium population above it is $8\times10^{-5}$ for H and $5\times10^{-4}$ for D. These small populations alone do not show whether thermal transfer through the upper states is negligible, since a rate also depends on how fast those states transfer. Solvent friction and dephasing are not computed here. The ratio 16.2 belongs to the isolated, symmetric and rigid model; using it as a kinetic isotope effect would require a rate theory that includes bias, fluctuations and the bath.

The numerical output below gives the remaining levels and convergence entries.

## Table of computed values

```
half distance a = 0.035 nm, barrier B = 0.40 eV
deuteron/proton mass ratio = 1.99901
grid: n = 61, h = 0.0030 nm, L = 0.183 nm
H: K = 2.07498e-05 eV nm^2, eps = 0.20578
H: hbar omega = 0.3293 eV, S/hbar = 6.4793
H: E0..E3 = 0.153300, 0.156232, 0.383435, 0.447399 eV
H: splitting = 2.931974 meV
H: oscillator-basis splitting = 2.931974 meV
H: relative shift on finer, wider grid = 4.1e-13
H: semiclassical splitting = 3.55541 meV
D: K = 1.03801e-05 eV nm^2, eps = 0.14555
D: hbar omega = 0.2329 eV, S/hbar = 9.1609
D: E0..E3 = 0.111676, 0.111857, 0.306216, 0.316310 eV
D: splitting = 0.180697 meV
D: oscillator-basis splitting = 0.180697 meV
D: relative shift on finer, wider grid = 1.6e-11
D: semiclassical splitting = 0.20469 meV
splitting ratio H/D: grid 16.2260, semiclassical 17.3694
relative error of splitting, L = 0.183 nm (H, D):
  n = 15: -9.4e-03, 1.1e-03
  n = 21: 2.3e-05, -5.0e-03
  n = 27: -7.1e-09, 1.2e-05
  n = 35: -1.8e-13, 1.3e-09
  n = 45: -2.9e-13, 2.3e-11
D, n = 21: relative error of E0 = 5.4e-05
relative error of splitting, h = 0.003 nm (H, D):
  L = 0.105 nm: 9.2e+00, 4.0e+01
  L = 0.123 nm: 1.9e-01, 1.5e-01
  L = 0.141 nm: 3.7e-04, 2.1e-05
  L = 0.165 nm: 1.5e-09, 2.0e-11
H: half-line overlap = 0.49836
D: half-line overlap = 0.49991
grid/semiclassical at S/hbar = 10, 14, 20: 0.8936, 0.9259, 0.9490
extrapolated to infinite S/hbar = 0.9990
-dln(splitting)/dln(m): H 3.3597, D 4.7565
ln(ratio): mass integral 2.786612, grid 2.786612
isolated crossing time: H 0.7053 ps, D 11.4437 ps
H packet, right-well probability: start 1.0000, end 0.0382
free O-O pair recoil: H 3.2510 meV, D 0.2405 meV, ratio 13.517
O-O change -0.01 nm: H 12.6113 meV, D 1.6600 meV, ratio 7.60
O-O change +0.01 nm: H 0.4874 meV, D 0.0129 meV, ratio 37.72
H: x01 = 0.03166 nm, field for bias = splitting: 0.4631 MV/cm
D: x01 = 0.03282 nm, field for bias = splitting: 0.0275 MV/cm
1 MV/cm: gap H 6.977, D 6.567 meV
  low-well probability H 0.9522, D 0.9997
10 MV/cm: gap H 63.354, D 65.634 meV
  low-well probability H 0.9984, D 0.9999
300 K: kT = 25.852 meV, population above lowest doublet: H 7.8e-05, D 4.6e-04
```
